# Exponential relaxation and threshold-voltage transient of a multiphonon oxide trap: a program that tests the result

```python
"""Two-state oxide trap with multiphonon exchange with a channel.

Result under test: at constant oxide drop V the trap occupation obeys
  f(t) = f_inf + (f(0) - f_inf) exp(-t/tau),  1/tau = k_c + k_e,
  f_inf = 1 / (1 + exp((E_T - mu)/T) / g),    E_T = E_0 - V a/d,
and the threshold shift is (4 pi N/kappa)(d - a)(f(t) - f(0)) in atomic units.
k_c, k_e: capture and emission rates; E_T: zero-phonon trap level;
mu: channel Fermi level (zero of energy); T: temperature as an energy;
g: spin degeneracy of the filled trap; d: oxide thickness; a: trap depth
from the channel; N: traps per area; kappa: dielectric constant.
The trap couples to one mode (energy omega, Huang-Rhys factor S).
Energies are in eV, lengths in angstrom, times in seconds unless noted.
"""
import numpy as np
from scipy import constants as const
from scipy import sparse
from scipy.integrate import solve_ivp
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy.sparse.linalg import expm_multiply
from scipy.special import expit, ive

HBAR = const.hbar / const.e                      # eV s
COULOMB = const.e / (4 * np.pi * const.epsilon_0) * 1e10   # eV angstrom
temperature_K = 300.0
T = const.k * temperature_K / const.e
d, a, kappa, N = 30.0, 10.0, 4.0, 1e-6
omega, S, width0, E0 = 0.05, 20.0, 1e-12, 0.3
band_edge, g = -0.08, 2
V_stress, V_recover, t_stress = 1.5, 0.6, 2.0
lam = S * omega


def fermi(energy):
    return expit(-energy / T)


def trap_level(V):
    return E0 - V * a / d


def overlaps(huang_rhys, size):
    """Quadrature of <m|n shifted> for unit-frequency oscillators."""
    shift = np.sqrt(2 * huang_rhys)
    y = np.linspace(-24, 24 + shift, 1401)

    def functions(u):
        phi = np.zeros((size, u.size))
        phi[0] = np.pi**-0.25 * np.exp(-u**2 / 2)
        phi[1] = np.sqrt(2) * u * phi[0]
        for n in range(1, size - 1):
            phi[n + 1] = (np.sqrt(2 / (n + 1)) * u * phi[n]
                          - np.sqrt(n / (n + 1)) * phi[n - 1])
        return phi
    return functions(y) @ functions(y - shift).T * (y[1] - y[0])


def phonon_weight(p, huang_rhys, w):
    """Closed thermal weight for releasing p phonons on capture."""
    x = w / (2 * T)
    z = huang_rhys / np.sinh(x)
    return np.exp(p * x - huang_rhys / np.tanh(x) + z) * ive(np.abs(p), z)


def closed_rates(level, edge=band_edge):
    p = np.arange(-60, 101)
    energy = level + p * omega
    k_c = g * width0 / HBAR * np.sum(
        phonon_weight(p, S, omega) * (energy > edge) * fermi(energy))
    return k_c, k_c * np.exp(level / T) / g


def closed_occupation(level):
    return 1 / (1 + np.exp(level / T) / g)


# Thermal phonon weights: quadrature of wavefunctions against closed form.
size = 100
overlap_sq = overlaps(S, size)**2
thermal = np.exp(-np.arange(size) * omega / T)
thermal /= thermal.sum()
p_test = np.arange(-10, 31)
explicit_weight = np.array([np.diagonal(thermal[:, None] * overlap_sq,
                                        offset=p).sum() for p in p_test])
assert np.allclose(explicit_weight, phonon_weight(p_test, S, omega),
                   rtol=1e-7, atol=0)
for p in range(1, 11):
    ratio = explicit_weight[10 - p] / explicit_weight[10 + p]
    assert abs(ratio * np.exp(p * omega / T) - 1) < 1e-7


def explicit_rates(level, edge=band_edge, profile=lambda e: 1 + 0 * e):
    """Per-spin capture and emission from double sums over vibrations."""
    m, n = np.indices((size, size))              # m: empty, n: filled trap
    energy = level + (n - m) * omega
    width = width0 / HBAR * (energy > edge) * profile(energy)
    capture = np.sum(thermal[:, None] * overlap_sq * width * fermi(energy))
    emission = np.sum(thermal[None, :] * overlap_sq * width * fermi(-energy))
    return capture, emission


biases = [0.6, 0.9, 1.2, 1.5]
for V in biases:
    level = trap_level(V)
    capture, emission = explicit_rates(level)
    k_c, k_e = closed_rates(level)
    assert abs(g * capture / k_c - 1) < 1e-7
    assert abs(emission / k_e - 1) < 1e-7
    # Detailed balance must survive an energy-dependent electronic width.
    capture, emission = explicit_rates(level, profile=lambda e: (1 + 3 * e)**2)
    assert abs(emission / capture * np.exp(-level / T) - 1) < 1e-7

# Golden rule against unitary dynamics: filled trap, one mode, discrete band.
# Here the phonon energy is the unit of energy and the lattice starts cold.
levels, modes, model_width = 500, 10, 0.01
spacing = 5.0 / levels
band = -2.5 + spacing * (np.arange(levels) + 0.5)
small_overlap = overlaps(1.0, modes)
coupling = np.sqrt(model_width * spacing / (2 * np.pi)) * sparse.kron(
    np.ones((levels, 1)), small_overlap)
band_diag = (band[:, None] + np.arange(modes)[None, :]).ravel()
H = sparse.bmat([[sparse.diags(np.arange(modes, dtype=float)), coupling.T],
                 [coupling, sparse.diags(band_diag)]], format="csr")
psi = np.zeros(H.shape[0], dtype=complex)
psi[0] = 1.0
psi_early = expm_multiply(-50j * H, psi)
psi_late = expm_multiply(-100j * H, psi_early)
pop_early = np.sum(np.abs(psi_early[:modes])**2)
pop_late = np.sum(np.abs(psi_late[:modes])**2)
dynamic_rate = np.log(pop_early / pop_late) / 100
open_channels = -np.arange(modes) > -2.5
golden_rate = model_width * np.sum(small_overlap[open_channels, 0]**2)
assert abs(dynamic_rate / golden_rate - 1) < 0.02   # finite-coupling error


# Classical limit at fixed relaxation energy and its error law.
def classical_shape(delta):
    return (np.exp(-(lam - delta)**2 / (4 * lam * T))
            / np.sqrt(4 * np.pi * lam * T))


delta = 0.2


def log_error(w):
    p = int(round(delta / w))
    return np.log(phonon_weight(p, lam / w, w) / w / classical_shape(delta))


assert abs(log_error(0.005)) < 0.02
assert abs(log_error(0.01) / log_error(0.005) - 4) < 0.2
q0 = np.sqrt(2 * S / omega)
crossing = brentq(lambda q: delta + 0.5 * omega**2 * (q**2 - (q - q0)**2),
                  -10 * q0, 10 * q0)
barrier = 0.5 * omega**2 * crossing**2
assert abs(barrier - (lam - delta)**2 / (4 * lam)) < 1e-10

# Spin-resolved master equation against the closed transient.
level_s, level_r = trap_level(V_stress), trap_level(V_recover)


def generator(level):
    c, e = explicit_rates(level)
    return np.array([[-2 * c, e, e], [c, -e, 0], [c, 0, -e]])


def relax(f_start, level, time):
    f_inf = closed_occupation(level)
    return f_inf + (f_start - f_inf) * np.exp(-time * sum(closed_rates(level)))


f_start = closed_occupation(level_r)
f_end = relax(f_start, level_s, t_stress)
state0 = np.array([1 - f_start, f_start / 2, f_start / 2])
state_end = expm(generator(level_s) * t_stress) @ state0
stress_times, recovery_times = [0.2, 0.5, 1.0, 2.0], [2.0, 5.0, 10.0, 30.0]
for time in stress_times:
    state = expm(generator(level_s) * time) @ state0
    assert abs(state[1:].sum() - relax(f_start, level_s, time)) < 1e-7
for time in recovery_times:
    state = expm(generator(level_r) * time) @ state_end
    assert abs(state[1:].sum() - relax(f_end, level_r, time)) < 1e-7

# Finite-difference Poisson equation with a fully charged trap sheet.
full_shift = 4 * np.pi * COULOMB * N * (d - a) / kappa
self_shift = full_shift * a / d
cells = 60
h = d / cells


def electron_energy(V, sheet):
    """Electron potential energy, zero at the channel and -V at the gate."""
    matrix = (np.diag(-2 * np.ones(cells - 1)) + np.diag(np.ones(cells - 2), 1)
              + np.diag(np.ones(cells - 2), -1)) / h**2
    source = np.zeros(cells - 1)
    source[int(round(a / h)) - 1] = -4 * np.pi * COULOMB * sheet / (kappa * h)
    source[-1] += V / h**2
    return np.concatenate([[0], np.linalg.solve(matrix, source), [-V]])


def interface_field(V, sheet):
    u = electron_energy(V, sheet)
    return -(u[1] - u[0]) / h


target = interface_field(V_recover, 0.0)
V_restored = brentq(lambda V: interface_field(V, N) - target, 0.0, 2.0,
                    xtol=1e-14)
assert abs((V_restored - V_recover) / full_shift - 1) < 1e-6
node = int(round(a / h))
rise = electron_energy(V_stress, N)[node] - electron_energy(V_stress, 0)[node]
assert abs(rise / self_shift - 1) < 1e-6
assert abs(E0 + electron_energy(V_stress, 0)[node] - level_s) < 1e-10


# Mean-field feedback of trapped charge on the level during stress.
def feedback_deviation(density_factor):
    def slope(t, f):
        k_c, k_e = closed_rates(level_s + density_factor * self_shift * f[0])
        return [k_c * (1 - f[0]) - k_e * f[0]]
    times = np.linspace(0, 4, 81)
    run = solve_ivp(slope, (0, 4), [f_start], t_eval=times,
                    rtol=1e-9, atol=1e-11)
    return np.max(np.abs(run.y[0] - relax(f_start, level_s, times)))


deviation = feedback_deviation(1.0)
assert deviation < 0.01
assert abs(feedback_deviation(2.0) / deviation - 2) < 0.1

# Moving the band edge changes the speed but not the steady occupation.
moved_edge = -0.03
c_moved, e_moved = explicit_rates(level_s, edge=moved_edge)
steady_moved = g * c_moved / (g * c_moved + e_moved)
assert abs(steady_moved - closed_occupation(level_s)) < 1e-8
tau_moved = 1 / (g * c_moved + e_moved)
tau_s, tau_r = 1 / sum(closed_rates(level_s)), 1 / sum(closed_rates(level_r))
assert tau_moved > 1.05 * tau_s

print(f"temperature {temperature_K:.0f} K; T = {T:.6f} eV")
print(f"oxide thickness {d:.0f} A; trap depth {a:.0f} A; kappa {kappa:.0f}")
print(f"trap density {N:.1e} per A^2; degeneracy g = {g}")
print(f"phonon energy {omega:.2f} eV; S = {S:.0f}; relaxation {lam:.2f} eV")
print(f"electronic width per spin {width0:.1e} eV")
print(f"level at zero drop {E0:.2f} eV; band edge {band_edge:.2f} eV")
print(f"hbar = {HBAR:.6e} eV s; width/hbar = {width0 / HBAR:.2f} 1/s")
print(f"Coulomb constant e^2/(4 pi eps0) = {COULOMB:.5f} eV A")
print("stress, phonons p: channel energy (eV), weight W_p, Fermi factor")
for p in range(3, 8):
    e = level_s + p * omega
    print(f"  {p}: {e:.2f}, {phonon_weight(p, S, omega):.4e}, {fermi(e):.5f}")
print("drop (V): level (eV), k_c (1/s), k_e (1/s), tau (s), f_inf")
for V in biases:
    level = trap_level(V)
    k_c, k_e = closed_rates(level)
    print(f"  {V:.1f}: {level:.2f}, {k_c:.4e}, {k_e:.4e}, "
          f"{1 / (k_c + k_e):.4f}, {closed_occupation(level):.5f}")
print(f"slope of ln(k_e/k_c) with drop = {-a / (d * T):.3f} 1/V")
print(f"shift for full occupation = {1e3 * full_shift:.5f} mV")
print(f"initial occupation = {f_start:.5f}")
print("stress time (s): occupation, threshold shift (mV)")
for time in stress_times:
    f = relax(f_start, level_s, time)
    print(f"  {time:.1f}: {f:.5f}, {1e3 * full_shift * (f - f_start):.5f}")
print("recovery time (s): occupation, threshold shift (mV)")
for time in recovery_times:
    f = relax(f_end, level_r, time)
    print(f"  {time:.1f}: {f:.5f}, {1e3 * full_shift * (f - f_start):.5f}")
print(f"energy drop for classical comparison = {delta:.2f} eV")
print(f"classical barrier at this drop = {barrier:.4f} eV")
quantum_shape = phonon_weight(4, S, omega) / omega
print(f"quantum W_p/omega = {quantum_shape:.4e} 1/eV")
print(f"classical line shape = {classical_shape(delta):.4e} 1/eV")
print(f"quantum/classical = {quantum_shape / classical_shape(delta):.4f}")
print(f"log error, omega 0.01 eV: {log_error(0.01):.5f}")
print(f"log error, omega 0.005 eV: {log_error(0.005):.5f}")
print(f"golden-rule test rate = {golden_rate:.6f} (phonon units)")
print(f"unitary-dynamics rate = {dynamic_rate:.6f} (phonon units)")
print(f"stress tau, edge moved to {moved_edge:.2f} eV = {tau_moved:.4f} s")
print(f"level rise from full trap sheet = {self_shift:.4e} eV")
print(f"level rise divided by T = {self_shift / T:.5f}")
print(f"largest feedback error in occupation = {deviation:.3e}")
print("done: every assertion held")
```

Running it gives:

```
temperature 300 K; T = 0.025852 eV
oxide thickness 30 A; trap depth 10 A; kappa 4
trap density 1.0e-06 per A^2; degeneracy g = 2
phonon energy 0.05 eV; S = 20; relaxation 1.00 eV
electronic width per spin 1.0e-12 eV
level at zero drop 0.30 eV; band edge -0.08 eV
hbar = 6.582120e-16 eV s; width/hbar = 1519.27 1/s
Coulomb constant e^2/(4 pi eps0) = 14.39965 eV A
stress, phonons p: channel energy (eV), weight W_p, Fermi factor
  3: -0.05, 1.6813e-04, 0.87370
  4: 0.00, 3.6161e-04, 0.50000
  5: 0.05, 7.3513e-04, 0.12630
  6: 0.10, 1.4139e-03, 0.02047
  7: 0.15, 2.5753e-03, 0.00301
drop (V): level (eV), k_c (1/s), k_e (1/s), tau (s), f_inf
  0.6: 0.10, 6.5614e-03, 1.5700e-01, 6.1140, 0.04012
  0.9: 0.00, 4.8516e-02, 2.4258e-02, 13.7411, 0.66667
  1.2: -0.10, 2.8976e-01, 3.0275e-03, 3.4155, 0.98966
  1.5: -0.20, 1.3971e+00, 3.0502e-04, 0.7156, 0.99978
slope of ln(k_e/k_c) with drop = -12.894 1/V
shift for full occupation = 0.90476 mV
initial occupation = 0.04012
stress time (s): occupation, threshold shift (mV)
  0.2: 0.27410, 0.21170
  0.5: 0.52260, 0.43653
  1.0: 0.76250, 0.65359
  2.0: 0.94111, 0.81518
recovery time (s): occupation, threshold shift (mV)
  2.0: 0.68973, 0.58775
  5.0: 0.43782, 0.35982
  10.0: 0.21566, 0.15883
  30.0: 0.04678, 0.00603
energy drop for classical comparison = 0.20 eV
classical barrier at this drop = 0.1600 eV
quantum W_p/omega = 7.2321e-03 1/eV
classical line shape = 3.5997e-03 1/eV
quantum/classical = 2.0091
log error, omega 0.01 eV: 0.03064
log error, omega 0.005 eV: 0.00768
golden-rule test rate = 0.009197 (phonon units)
unitary-dynamics rate = 0.009207 (phonon units)
stress tau, edge moved to -0.03 eV = 1.0516 s
level rise from full trap sheet = 3.0159e-04 eV
level rise divided by T = 0.01167
largest feedback error in occupation = 9.386e-04
done: every assertion held
```
